# Hydrogen's static second hyperpolarizability from the second-order wavefunction: verification in Python

```python
"""Static second hyperpolarizability of hydrogen (1s, fixed nucleus).

Result under test: gamma = 10665/8 atomic units, where
E(F) = E0 - alpha F^2/2 - gamma F^4/24 and H = H0 + F z.
Perturbed functions are psi_k = g_k psi_0, psi_0 = exp(-r)/sqrt(pi).
r is the radius, c = cos(theta), F the field, E_k the coefficient of F^k.
The second-order function must suffice for E4:
E4 = <psi1|z|psi2> - E2 <psi1|psi1>.
An independent check diagonalizes H in a Laguerre basis at finite field.
"""
import numpy as np
import sympy as sp
from scipy.special import eval_genlaguerre, roots_laguerre
from scipy.constants import physical_constants

r, c, F = sp.symbols("r c F", positive=True)
Q = sp.Rational
z = r * c


def shifted_h0(g):
    """Return (H0 - E0)(g psi0) / psi0 from the full Hamiltonian."""
    psi = g * sp.exp(-r)
    lap = (sp.diff(psi, r, 2) + 2 * sp.diff(psi, r) / r
           + sp.diff((1 - c**2) * sp.diff(psi, c), c) / r**2)
    return sp.expand(sp.expand(-lap / 2 - psi / r + psi / 2) * sp.exp(r))


def mean(expr):
    """Exact expectation value of a polynomial in r and c in psi0."""
    poly = sp.Poly(sp.expand(r**2 * expr), r, c)
    total = sp.Integer(0)
    for (n, m), coef in poly.terms():
        if m % 2 == 0:
            total += coef * 4 * sp.factorial(n) / 2**(n + 1) / (m + 1)
    return sp.expand(total)


def solve_order(source, angular_powers, degree):
    """Solve (H0 - E0) g = source with a polynomial lacking a constant."""
    unknowns, trial = [], sp.Integer(0)
    for m in angular_powers:
        for k in range(1, degree + 1):
            a = sp.Symbol(f"a_{m}_{k}")
            unknowns.append(a)
            trial += a * r**k * c**m
    residual = sp.expand(r**2 * (shifted_h0(trial) - source))
    equations = sp.Poly(residual, r, c).coeffs()
    solutions = sp.solve(equations, unknowns, dict=True)
    assert len(solutions) == 1 and len(solutions[0]) == len(unknowns)
    return sp.expand(trial.subs(solutions[0]))


# Perturbed functions solved from their differential equations
g1 = solve_order(-z, [1], 2)
E2 = mean(z * g1)
g2 = solve_order(-z * g1 + E2, [0, 2], 4)
g2 = sp.expand(g2 - mean(g2))
g3 = solve_order(-z * g2 + E2 * g1, [1, 3], 6)

# Closed forms obtained by hand
P2 = (3 * c**2 - 1) / 2
f0 = r**4 / 24 + r**3 / 4 + 3 * r**2 / 4 - Q(81, 16)
f2 = r**4 / 12 + 5 * r**3 / 12 + 5 * r**2 / 8
assert sp.expand(g1 + (r + r**2 / 2) * c) == 0
assert sp.expand(g2 - f0 - f2 * P2) == 0
assert E2 == Q(-9, 4)

# Fourth-order energy: definition with psi3, then formula with psi2
E4_definition = mean(z * g3)
S11 = mean(g1**2)
S22 = mean(g2**2)
A_s = mean(g1 * z * f0)
A_d = mean(g1 * z * f2 * P2)
E4 = A_s + A_d - E2 * S11
gamma = -24 * E4
alpha = -2 * E2
assert E4 == E4_definition
assert gamma == Q(10665, 8)


def rayleigh_series(trial):
    """Expand the Rayleigh quotient minus E0 through F^6."""
    top = mean(trial * (shifted_h0(trial) + F * z * trial))
    bottom = mean(trial**2)
    return sp.expand(sp.series(top / bottom, F, 0, 7).removeO())


R_first = rayleigh_series(1 + F * g1)
R_second = rayleigh_series(1 + F * g1 + F**2 * g2)
assert R_first.coeff(F, 2) == E2 and R_first.coeff(F, 3) == 0
assert R_first.coeff(F, 4) != E4
assert R_second.coeff(F, 2) == E2
assert R_second.coeff(F, 4) == E4_definition
assert R_second.coeff(F, 3) == 0 and R_second.coeff(F, 5) == 0
gamma_first = -24 * R_first.coeff(F, 4)
R6 = R_second.coeff(F, 6)
deficit6 = mean(g3 * shifted_h0(g3))
E6 = R6 - deficit6


# Variational functional and linear formula with an imperfect psi2
def functional(chi):
    return (mean(chi * shifted_h0(chi)) + 2 * mean(chi * z * g1)
            - 2 * E2 * mean(chi) - E2 * S11)


chi = Q(9, 10) * g2
gamma_variational = -24 * functional(chi)
gamma_linear = -24 * (mean(chi * z * g1) - E2 * mean(chi) - E2 * S11)
assert functional(g2) == E4_definition
assert functional(g2 + 1) == E4_definition
assert functional(chi) > E4
assert functional(g2 + r * c**2 / 5) > E4
err_var = float(1 - gamma_variational / gamma)
err_lin = float(1 - gamma_linear / gamma)
assert abs(err_var / err_lin - 0.1) < 1e-10

# Independent finite-field diagonalization in a Laguerre basis
n_radial, l_max = 11, 5
x, w = roots_laguerre(50)
rad, weight = x / 2, w / 2
values, slopes = [], []
for l in range(l_max + 1):
    u_rows, du_rows = [], []
    for n in range(n_radial):
        lag = eval_genlaguerre(n, 2 * l + 2, x)
        dlag = np.zeros_like(x)
        if n > 0:
            dlag = -2 * eval_genlaguerre(n - 1, 2 * l + 3, x)
        u = rad**(l + 1) * lag
        du = (l + 1) * rad**l * lag + rad**(l + 1) * (dlag - lag)
        norm = np.sqrt(np.sum(weight * u * u))
        u_rows.append(u / norm)
        du_rows.append(du / norm)
    values.append(np.array(u_rows))
    slopes.append(np.array(du_rows))
size = n_radial * (l_max + 1)
H0_matrix, z_matrix = np.zeros((size, size)), np.zeros((size, size))
for l in range(l_max + 1):
    u, du = values[l], slopes[l]
    assert np.allclose((u * weight) @ u.T, np.eye(n_radial), atol=1e-9)
    block = slice(l * n_radial, (l + 1) * n_radial)
    potential = l * (l + 1) / (2 * rad**2) - 1 / rad
    H0_matrix[block, block] = (0.5 * (du * weight) @ du.T
                               + (u * weight * potential) @ u.T)
    if l < l_max:
        nxt = slice((l + 1) * n_radial, (l + 2) * n_radial)
        angle = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
        coupling = angle * (u * weight * rad) @ values[l + 1].T
        z_matrix[block, nxt] = coupling
        z_matrix[nxt, block] = coupling.T
H0_matrix = (H0_matrix + H0_matrix.T) / 2


def ground(field):
    """Energy and induced dipole of the state grown from 1s."""
    energies, vectors = np.linalg.eigh(H0_matrix + field * z_matrix)
    v = vectors[:, 0]
    assert abs(v[0]) > 0.98
    return energies[0], -v @ z_matrix @ v


E_zero = ground(0.0)[0]
assert abs(E_zero + 0.5) < 1e-10
fields = np.array([0.006, 0.008, 0.010, 0.012, 0.014])
shifts = np.array([ground(f)[0] - E_zero for f in fields])
t = (fields / 0.01)**2
fit = np.linalg.solve(np.vander(t, increasing=True), shifts / fields**2)
E2_num, E4_num, E6_num = fit[0], fit[1] / 1e-4, fit[2] / 1e-8
# Tolerances allow for rounding amplified by division by powers of F
assert abs(E2_num / float(E2) - 1) < 1e-6
assert abs(E4_num / float(E4) - 1) < 1e-3
assert abs(E6_num / float(E6) - 1) < 0.05
assert abs(E6_num / float(R6) - 1) > 0.10

# Worked example: energy shift and dipole at one field
field = 0.01
energy_num, dipole_num = ground(field)
dipole_linear = float(alpha) * field
dipole_cubic = float(gamma) * field**3 / 6
remainder = dipole_num - dipole_linear - dipole_cubic
next_term = -6 * float(E6) * field**5
assert abs(remainder / next_term - 1) < 0.05
shift2, shift4 = float(E2) * field**2, float(E4) * field**4
unit_gamma = physical_constants[
    "atomic unit of 2nd hyperpolarizability"][0]
unit_field = physical_constants["atomic unit of electric field"][0]

print("g1 =", g1)
print("s part f0 =", f0)
print("d part f2 =", f2)
for n in range(2, 8):
    print(f"<r^{n}> = {mean(r**n)} a.u.")
print(f"E2 = {E2} a.u.; alpha = {alpha} a.u.")
print(f"<psi1|psi1> = {S11} a.u.")
print(f"<psi2|psi2> = {S22} a.u.")
print(f"<psi1|z|psi2>, s part = {A_s} = {float(A_s):.6f} a.u.")
print(f"<psi1|z|psi2>, d part = {A_d} = {float(A_d):.6f} a.u.")
print(f"-E2<psi1|psi1> = {-E2*S11} = {float(-E2*S11):.6f} a.u.")
print(f"E4 from psi2 = {E4} = {float(E4):.6f} a.u.")
print(f"E4 from psi3 = {E4_definition} a.u.")
print(f"gamma, s channel = {float(-24*A_s):.3f} a.u.")
print(f"gamma, d channel = {float(-24*A_d):.3f} a.u.")
print(f"gamma, normalization = {float(24*E2*S11):.3f} a.u.")
print(f"gamma = {gamma} = {float(gamma):.3f} a.u.")
print(f"gamma in SI = {float(gamma)*unit_gamma:.5e} C^4 m^4 J^-3")
print(f"gamma, quotient with psi1 only = {float(gamma_first):.3f} a.u.")
print(f"F^6 coefficient, quotient with psi2 = {float(R6):.3f} a.u.")
print(f"<psi3|H0-E0|psi3> = {float(deficit6):.3f} a.u.")
print(f"E6 = {E6} = {float(E6):.3f} a.u.")
print(f"gamma, 0.9 psi2, variational = {float(gamma_variational):.3f} a.u.")
print(f"gamma, 0.9 psi2, linear = {float(gamma_linear):.3f} a.u.")
print(f"relative error, variational = {100*err_var:.3f} %")
print(f"relative error, linear = {100*err_lin:.3f} %")
print(f"basis: {n_radial} radial functions for each l = 0 to {l_max}")
print(f"fit fields = {fields[0]:.3f} to {fields[-1]:.3f} a.u.")
print(f"finite-field alpha = {-2*E2_num:.6f} a.u.")
print(f"finite-field gamma = {-24*E4_num:.2f} a.u.")
print(f"finite-field E6 = {E6_num:.0f} a.u.")
print(f"example field = {field} a.u. = {field*unit_field:.4e} V/m")
print(f"second-order energy shift = {shift2:.6e} a.u.")
print(f"fourth-order energy shift = {shift4:.6e} a.u.")
print(f"shift from diagonalization = {energy_num-E_zero:.6e} a.u.")
print(f"linear dipole = {dipole_linear:.6e} a.u.")
print(f"cubic dipole = {dipole_cubic:.6e} a.u.")
print(f"dipole from diagonalization = {dipole_num:.6e} a.u.")
print(f"dipole remainder = {remainder:.3e} a.u.")
print(f"next term -6 E6 F^5 = {next_term:.3e} a.u.")
print("success")
```

It prints:

```
g1 = -c*r**2/2 - c*r
s part f0 = r**4/24 + r**3/4 + 3*r**2/4 - 81/16
d part f2 = r**4/12 + 5*r**3/12 + 5*r**2/8
<r^2> = 3 a.u.
<r^3> = 15/2 a.u.
<r^4> = 45/2 a.u.
<r^5> = 315/4 a.u.
<r^6> = 315 a.u.
<r^7> = 2835/2 a.u.
E2 = -9/4 a.u.; alpha = 9/2 a.u.
<psi1|psi1> = 43/8 a.u.
<psi2|psi2> = 39619/256 a.u.
<psi1|z|psi2>, s part = -2431/64 = -37.984375 a.u.
<psi1|z|psi2>, d part = -949/32 = -29.656250 a.u.
-E2<psi1|psi1> = 387/32 = 12.093750 a.u.
E4 from psi2 = -3555/64 = -55.546875 a.u.
E4 from psi3 = -3555/64 a.u.
gamma, s channel = 911.625 a.u.
gamma, d channel = 711.750 a.u.
gamma, normalization = -290.250 a.u.
gamma = 10665/8 = 1333.125 a.u.
gamma in SI = 8.31254e-62 C^4 m^4 J^-3
gamma, quotient with psi1 only = -290.250 a.u.
F^6 coefficient, quotient with psi2 = 646.778 a.u.
<psi3|H0-E0|psi3> = 5554.550 a.u.
E6 = -2512779/512 = -4907.771 a.u.
gamma, 0.9 psi2, variational = 1316.891 a.u.
gamma, 0.9 psi2, linear = 1170.787 a.u.
relative error, variational = 1.218 %
relative error, linear = 12.177 %
basis: 11 radial functions for each l = 0 to 5
fit fields = 0.006 to 0.014 a.u.
finite-field alpha = 4.500000 a.u.
finite-field gamma = 1333.12 a.u.
finite-field E6 = -4908 a.u.
example field = 0.01 a.u. = 5.1422e+09 V/m
second-order energy shift = -2.250000e-04 a.u.
fourth-order energy shift = -5.554688e-07 a.u.
shift from diagonalization = -2.255605e-04 a.u.
linear dipole = 4.500000e-02 a.u.
cubic dipole = 2.221875e-04 a.u.
dipole from diagonalization = 4.522520e-02 a.u.
dipole remainder = 3.010e-06 a.u.
next term -6 E6 F^5 = 2.945e-06 a.u.
success
```
